# Inverse-Fourth-Power Rayleigh Loss from Weak, Uncorrelated Permittivity Fluctuations, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From one small cell to the loss coefficient

### One cell, then many

Take a uniform transparent medium and change the relative permittivity by a small amount $\delta\epsilon$ inside one cell of volume $v$, much smaller than the wavelength. A passing light wave has nearly the same phase throughout the cell, so the extra polarization oscillates as one dipole. Its far field is proportional to the incident field $E_0$, to $\delta\epsilon$ and to $v$, and it falls as $1/r$. The ratio $E_s/E_0$ has no dimension, whereas $\delta\epsilon\,v/r$ is an area. The missing inverse area must come from the wavelength $\lambda$, the one length left:

$$\frac{E_s}{E_0}\propto\frac{\delta\epsilon\,v}{\lambda^2 r},\qquad \frac{I_s}{I_0}\propto\frac{(\delta\epsilon)^2v^2}{\lambda^4r^2}.$$

The fourth power is the square of the two inverse wavelengths in the field.

Now fill the medium with such cells, each with an independent value of mean zero and variance $s^2$. In the mean intensity, the product of fields from two different cells averages to zero, and the powers of the single cells add. There are $1/v$ cells per unit volume, each contributing in proportion to $s^2v^2/\lambda^4$, so the power lost per unit length is proportional to $s^2v/\lambda^4$. The derivation below finds the numerical factor, shows that the mean refractive index does not enter it, and replaces $s^2v$ by a quantity defined for any short-range fluctuation.

### Model and conventions

The medium is nonmagnetic and lossless. Its relative permittivity is

$$\epsilon(\mathbf r)=\bar\epsilon+\delta\epsilon(\mathbf r),\qquad \langle\delta\epsilon\rangle=0,\qquad n=\sqrt{\bar\epsilon},$$

with $n$ real. Angle brackets denote an average over realizations of the disorder. The fluctuation is a real scalar, does not change with time, and is small compared with $\bar\epsilon$. Its statistics are the same everywhere, so its covariance depends on separation alone:

$$C(\mathbf R)=\langle\delta\epsilon(\mathbf r+\mathbf R)\,\delta\epsilon(\mathbf r)\rangle,\qquad W=\int C(\mathbf R)\,d^3R .$$

The range of $C$ is far below the wavelength, and $W>0$. Since $\delta\epsilon$ has no dimension, $W$ is a volume.

For independent cells on a lattice with a random origin, $C(\mathbf R)$ is $s^2$ times the probability that two points separated by $\mathbf R$ share a cell. Fix the first point and integrate over the second: the second sweeps out the volume of the cell containing the first. Hence

$$W=s^2v .$$

"Uncorrelated" here means independent cells of finite size. A covariance $W\delta(\mathbf R)$ would have infinite variance at a point, which contradicts weak fluctuations; it serves as a shorthand once the cells are much smaller than the wavelength.

Fields vary as $e^{-i\omega t}$. The vacuum wavelength is $\lambda$, and $k_0=\omega/c=2\pi/\lambda$, $k=nk_0$.

### The scattered field

With this time factor Maxwell's curl equations read

$$\nabla\times\mathbf E=i\omega\mu_0\mathbf H,\qquad \nabla\times\mathbf H=-i\omega\epsilon_0\epsilon\,\mathbf E .$$

Taking the curl of the first and inserting the second gives $\nabla\times\nabla\times\mathbf E=\omega^2\mu_0\epsilon_0\epsilon\mathbf E=k_0^2\epsilon\mathbf E$. Moving the uniform part to the left,

$$\nabla\times\nabla\times\mathbf E-k^2\mathbf E=k_0^2\,\delta\epsilon\,\mathbf E .$$

Let the incident wave be $\mathbf E_0(\mathbf r)=\mathbf eE_0e^{ikz}$, with real unit vector $\mathbf e$ perpendicular to $z$. It solves the equation with zero right-hand side. Write $\mathbf E=\mathbf E_0+\mathbf E_s$. To first order in $\delta\epsilon$, the field on the right may be replaced by $\mathbf E_0$. This first Born approximation requires small contrast and a sample short enough that little power has been scattered out of the incident wave. The slight shift of the mean index, found in Part 2, must also build up little phase error. In the example below that error reaches one radian after about 2 mm, far sooner than the power decays; using the shifted mean index for $n$ removes it. Then

$$\nabla\times\nabla\times\mathbf E_s-k^2\mathbf E_s=\mathbf J,\qquad \mathbf J=k_0^2\,\delta\epsilon\,\mathbf E_0 .$$

The divergence of a curl vanishes, so the divergence of this equation is $-k^2\nabla\cdot\mathbf E_s=\nabla\cdot\mathbf J$. Using $\nabla\times\nabla\times\mathbf E_s=\nabla(\nabla\cdot\mathbf E_s)-\nabla^2\mathbf E_s$, we find

$$-\nabla^2\mathbf E_s-k^2\mathbf E_s=\mathbf J-\nabla(\nabla\cdot\mathbf E_s)=\mathbf J+\frac{1}{k^2}\nabla(\nabla\cdot\mathbf J).$$

The outgoing function $g(R)=e^{ikR}/(4\pi R)$ satisfies $-\nabla^2g-k^2g=\delta(\mathbf R)$. Derivatives of the source can be moved outside the convolution with $g$, because the source is confined to a finite sample. Therefore

$$\mathbf E_s(\mathbf r)=\left(1+\frac{1}{k^2}\nabla\nabla\cdot\right)\int g(|\mathbf r-\mathbf r'|)\,\mathbf J(\mathbf r')\,d^3r' .$$

Far away in direction $\hat{\mathbf s}$, the distance is $|\mathbf r-\mathbf r'|\simeq r-\hat{\mathbf s}\cdot\mathbf r'$ in the phase and $r$ in the denominator. To leading order in $1/r$ each gradient acts on the phase and gives $ik\hat{\mathbf s}$. The operator becomes $1-\hat{\mathbf s}\hat{\mathbf s}\cdot$, which removes the component along the direction of travel. Collecting the phases $e^{ikz'}$ and $e^{-ik\hat{\mathbf s}\cdot\mathbf r'}$,

$$\mathbf E_s=\frac{k_0^2E_0e^{ikr}}{4\pi r}\left[\mathbf e-\hat{\mathbf s}(\hat{\mathbf s}\cdot\mathbf e)\right]A(\mathbf q),$$

$$A(\mathbf q)=\int\delta\epsilon(\mathbf r')e^{-i\mathbf q\cdot\mathbf r'}d^3r',\qquad \mathbf q=k(\hat{\mathbf s}-\hat{\mathbf z}).$$

The factor $k_0^2$ comes from the source and contains the vacuum wavenumber. The medium wavenumber $k$ appears in the phases.

### Averaging the intensity

For a sample of volume $V$,

$$\langle|A(\mathbf q)|^2\rangle=\int_V\!\int_V\langle\delta\epsilon(\mathbf r_1)\delta\epsilon(\mathbf r_2)\rangle e^{-i\mathbf q\cdot(\mathbf r_1-\mathbf r_2)}d^3r_1d^3r_2 .$$

Set $\mathbf R=\mathbf r_1-\mathbf r_2$. When the sample is much larger than the range of $C$, the integral over $\mathbf R$ is complete for nearly every $\mathbf r_2$, and the remaining integral gives $V$:

$$\langle|A|^2\rangle=V S(\mathbf q),\qquad S(\mathbf q)=\int C(\mathbf R)e^{-i\mathbf q\cdot\mathbf R}d^3R .$$

The largest possible $q$ is $2k$, for backscattering. If the range of $C$ is much smaller than $1/k$, the exponential is close to one wherever $C$ matters, and $S(\mathbf q)\simeq S(0)=W$ for every direction. The disorder then looks the same at all the wavevectors that light can probe.

The result concerns the mean. A single sample shows speckle, because the cross terms vanish on averaging and not in each realization. A loss measurement that collects many speckles, or a long guide, performs much of this average by itself.

### The coefficient and its decay law

Incident and scattered waves travel in the same medium, so the ratio of their intensities is the ratio of the squared fields. The bracket in $\mathbf E_s$ has squared length $1-2(\hat{\mathbf s}\cdot\mathbf e)^2+(\hat{\mathbf s}\cdot\mathbf e)^2=1-(\hat{\mathbf s}\cdot\mathbf e)^2$. Multiplying the scattered intensity by $r^2$ and integrating over the sphere gives the mean scattered power

$$P_s=I_0V\frac{k_0^4}{16\pi^2}\int\left[1-(\hat{\mathbf s}\cdot\mathbf e)^2\right]S(\mathbf q)\,d\Omega .$$

With $S=W$ the angular integral is elementary. Take the polar axis along $\mathbf e$ and let $\mu=\hat{\mathbf s}\cdot\mathbf e$:

$$\int(1-\mu^2)\,d\Omega=2\pi\int_{-1}^{1}(1-\mu^2)\,d\mu=2\pi\left(2-\frac23\right)=\frac{8\pi}{3}.$$

Define $\alpha=P_s/(I_0V)$, the scattered power per unit volume and unit incident intensity. Then

$$\alpha=\frac{k_0^4}{16\pi^2}\,\frac{8\pi}{3}\,W=\frac{k_0^4W}{6\pi}.$$

Since $k_0^4=16\pi^4/\lambda^4$,

$$\boxed{\alpha=\frac{8\pi^3}{3}\,\frac{W}{\lambda^4}}$$

To turn this into a decay law, divide the path into slices that are thick compared with the range of $C$ and thin compared with $1/\alpha$. Fluctuations in different slices are then independent, apart from a thin layer at each interface. A slice of thickness $dz$ crossed by power $P$ scatters $\alpha P\,dz$. The medium absorbs nothing, so that power comes from the incident wave:

$$\frac{dP}{dz}=-\alpha P,\qquad P(z)=P(0)e^{-\alpha z}.$$

This counts scattered light as lost and does not follow its later return.

### Using the formula

The wavelength in the boxed result is the vacuum wavelength. No separate factor of $n$ appears when the disorder is described by permittivity. If the data are index fluctuations, then to first order $\delta\epsilon=2n\,\delta n$. With $W_n$ the volume integral of the covariance of $\delta n$, this gives $W=4n^2W_n$ and

$$\alpha=\frac{32\pi^3n^2W_n}{3\lambda^4}.$$

The loss in decibels per unit length is $(10/\ln10)\,\alpha=4.343\,\alpha$.

As an example take round parameters in the regime of a silica-like glass: $n=1.45$, independent cubic cells of edge 1 nm and rms permittivity fluctuation 0.05, which corresponds to an rms index fluctuation of 0.017. Then

$$W=(0.05)^2(1\ \text{nm})^3=2.5\times10^{-3}\ \text{nm}^3 .$$

At 1550 nm, $8\pi^3/3=82.68$ and $\lambda^4=5.772\times10^{12}\ \text{nm}^4$, so

$$\alpha=\frac{82.68\times2.5\times10^{-3}}{5.772\times10^{12}}\ \text{nm}^{-1}=3.58\times10^{-14}\ \text{nm}^{-1}.$$

One kilometre is $10^{12}$ nm, so $\alpha=0.0358\ \text{km}^{-1}$, or 0.156 dB/km. The decay length $1/\alpha$ is 28 km. With $W$ held fixed, the loss is 0.305 dB/km at 1310 nm, 1.72 dB/km at 850 nm and 5.59 dB/km at 633 nm. The 633 nm value is the 1550 nm value times $(1550/633)^4=36$.

Cell size and rms fluctuation enter through one product. Cells of edge 2 nm with a variance eight times smaller would give the same loss, so a measured loss cannot fix the two separately in this limit.

### Where independence matters

Suppose that the cells come in pairs with opposite values, displaced by a vector $\mathbf d$. The pair whose first member is at $\mathbf r_j$ contributes

$$A_j=\delta\epsilon_jv\,e^{-i\mathbf q\cdot\mathbf r_j}\left(1-e^{-i\mathbf q\cdot\mathbf d}\right),$$

$$\langle|A_j|^2\rangle=4s^2v^2\sin^2\frac{\mathbf q\cdot\mathbf d}{2}\simeq s^2v^2(\mathbf q\cdot\mathbf d)^2 .$$

At $\mathbf q=0$ this vanishes, so $W=0$. Since $q$ is proportional to $k$, the loss acquires two more inverse powers of wavelength at fixed $n$ and goes as $\lambda^{-6}$. Small size and weak contrast are therefore not sufficient for the fourth power: the variance of $\delta\epsilon$ integrated over a large volume must also grow in proportion to that volume.

Both cases were tested by adding the fields of 1728 cells in a cube, with 3000 random draws of the cell values, at $ka=0.2$ and $0.1$ for cell edge $a$. The wavelength exponent between these two points was $-4.04$ for independent cells and $-5.99$ for compensated pairs; the test allowed a departure of 0.15 from $-4$ and $-6$.

For independent cells at $ka=0.2$, the mean loss was $0.960\pm0.013$ of the formula, the uncertainty being one standard error. Finite cell size explains a reduction of 0.7%, as derived in Part 2. The remaining shortfall is about 2.5 standard errors. The cross terms have zero expectation in this sum, which leaves sampling as the likely cause, though a draw so far from the mean is unusual, with a probability of one to two per cent. The test accepted four standard errors plus 0.01. It thus supports the prefactor to several per cent; the sphere calculation in Part 2 tests it more sharply.

## Part 2. Independent checks, corrections and waveguides

### Quantities carried over

The relative permittivity is $\bar\epsilon+\delta\epsilon$, with $n=\sqrt{\bar\epsilon}$, $k_0=2\pi/\lambda$ and $k=nk_0$. The covariance $C$ has volume integral $W$ and Fourier transform $S(\mathbf q)$, where $\mathbf q=k(\hat{\mathbf s}-\hat{\mathbf z})$. For independent cells of variance $s^2$ and volume $v$, $W=s^2v$. Before the subwavelength limit is taken,

$$\alpha=\frac{k_0^4}{16\pi^2}\int[1-(\hat{\mathbf s}\cdot\mathbf e)^2]S(\mathbf q)\,d\Omega ,$$

and in that limit $\alpha_0=k_0^4W/(6\pi)=8\pi^3W/(3\lambda^4)$. The example has $n=1.45$, 1 nm cubic cells and rms fluctuation 0.05, giving 0.156 dB/km at 1550 nm.

For weak permittivity fluctuations with a range far below the wavelength and $W>0$, the mean scattering loss is $\alpha_0=8\pi^3W/(3\lambda^4)$. It remains to check this result independently, to estimate the corrections to it, and to apply it to waveguides, where rough sidewalls add a separate loss.
